# Diffuse-Surface Correction for a Simple-Cubic Metal Film from Fermi-Surface Averages: verification in Python

```python
"""Leading diffuse-surface correction of a simple-cubic tight-binding film.

Result under test, for faces normal to z and current along x:
  sigma_film/sigma_bulk = 1 - (tau/d) <vx^2 |vz|>/<vx^2> + remainder,
  0 <= remainder <= (leading correction) * exp(-d/(v0 tau)).
With lam = tau*sqrt(<v^2>), the correction is C*lam/d; C -> 3/8 at low filling.
Symbols: e = energy/(2t), from -3 to 3; v0 = 2ta/hbar; k = wavevector times a;
S0, S2, S3 = integrals of 1, sin(kx)^2, sin(kx)^2 |sin(kz)| with
delta(e-e_k) over the Brillouin zone; tau = bulk relaxation time; d = thickness.
"""
import numpy as np
from scipy.special import ellipe, ellipkm1
from scipy.constants import hbar, e as charge, k as boltzmann

PI = np.pi


def clustered_rule(a, b, n):
    """Gauss rule with nodes clustered at both ends of [a, b]."""
    s, w = np.polynomial.legendre.leggauss(n)
    s, w = (s + 1) / 2, w / 2
    return (a + (b - a) * s**3 * (10 - 15*s + 6*s*s),
            (b - a) * w * 30 * s**2 * (1 - s)**2)


def layer(x):
    """Two-dimensional integrals of delta(x+cos kx+cos ky) times 1, sin^2 kx."""
    p = np.clip(x*x/4, 1e-300, 1.0)
    K = ellipkm1(p)
    inside = np.abs(x) < 2
    return (np.where(inside, 4*K, 0.0),
            np.where(inside, 8*(ellipe(1 - p) - p*K), 0.0))


def line(e, n=80):
    """Nodes |sin kz|, weights, and layer integrals over the full kz range."""
    inner = np.arccos(np.clip([-e, -2 - e, 2 - e], -1, 1))
    cuts = np.sort(np.concatenate(([0.0, PI], inner)))
    ks, ws = [], []
    for a, b in zip(cuts[:-1], cuts[1:]):
        if b - a > 1e-12:
            k, w = clustered_rule(a, b, n)
            ks.append(k)
            ws.append(2*w)
    k, w = np.concatenate(ks), np.concatenate(ws)
    D, G = layer(e + np.cos(k))
    return np.abs(np.sin(k)), w, D, G


def moments(e, n=80):
    s, w, D, G = line(e, n)
    return np.array([np.sum(w*D), np.sum(w*G), np.sum(w*s*G)])


def coefficient(m):
    return m[2]/m[1]/np.sqrt(3*m[1]/m[0])


def kernel(r, p=0.0):
    """Thickness-averaged response; r = tau|vz|/d, p = specular fraction."""
    E = np.exp(-1/r)
    return 1 - (1 - p)*r*(1 - E)/(1 - p*E)


def film_numerator(e, r0, p=0.0):
    s, w, D, G = line(e)
    return np.sum(w*G*kernel(r0*s, p))


def film_ratio(e, r0, p=0.0):
    return film_numerator(e, r0, p)/moments(e)[1]


def occupied(e):
    """Filling per spin and integral of energy times S0 up to e."""
    edges = [-3.0, e] if e <= -1 else [-3.0, -1.0, e]
    total = np.zeros(2)
    for a, b in zip(edges[:-1], edges[1:]):
        for x, w in zip(*clustered_rule(a, b, 40)):
            total += w*moments(x)[0]*np.array([1.0, x])
    return total[0]/(2*PI)**3, total[1]


# Moments and film average from their definition: smooth energy window on a 3D grid
M, width, r_test = 100, 0.04, 0.5
k = (np.arange(M) + 0.5)*PI/M
c, s = np.cos(k), np.sin(k)
band = -(c[:, None, None] + c[None, :, None] + c[None, None, :])
hx, hw = np.polynomial.hermite.hermgauss(9)
grid_error = 0.0
for e in (-2.4, -1.6, -0.4, 0.0):
    window = np.exp(-(band - e)**2/(2*width**2))/(width*np.sqrt(2*PI))
    window *= 8*(PI/M)**3
    by_z = np.einsum('i,ijk->k', s**2, window)
    direct = np.array([window.sum(), by_z.sum(), by_z @ s,
                       by_z @ kernel(r_test*s)])
    formula = np.zeros(4)
    for x, w in zip(hx, hw):
        y = e + np.sqrt(2)*width*x
        formula += w/np.sqrt(PI)*np.append(moments(y), film_numerator(y, r_test))
    grid_error = max(grid_error, np.max(np.abs(formula/direct - 1)))
assert grid_error < 5e-4, grid_error

# Film kernel from a finite-difference solution of both streams
def two_stream(r, p, n=400):
    A, b = np.zeros((2*n + 2, 2*n + 2)), np.ones(2*n + 2)
    for i in range(n):
        A[i, i], A[i, i+1] = 0.5 - r*n, 0.5 + r*n
        j = n + 1 + i
        A[n+i, j], A[n+i, j+1] = 0.5 + r*n, 0.5 - r*n
    A[2*n, 0], A[2*n, n+1], b[2*n] = 1, -p, 0
    A[2*n+1, 2*n+1], A[2*n+1, n], b[2*n+1] = 1, -p, 0
    g = np.linalg.solve(A, b)
    mean = (g[:n+1] + g[n+1:])/2
    return (mean.sum() - (mean[0] + mean[-1])/2)/n

for r, p in ((0.3, 0.0), (0.3, 0.5), (1.0, 0.3)):
    assert abs(two_stream(r, p) - kernel(r, p)) < 3e-5

# Shadow formula for S3 and band-energy identity for S2
kx = (np.arange(200000) + 0.5)*PI/200000
for e in (-2.0, -0.5, 0.0):
    low = np.clip(-1 - e - np.cos(kx), -1, 1)
    high = np.clip(1 - e - np.cos(kx), -1, 1)
    length = 2*(np.arccos(low) - np.arccos(high))
    shadow = 2*2*PI*np.mean(np.sin(kx)**2*length)
    m = moments(e)
    assert abs(shadow/m[2] - 1) < 1e-5
    assert abs(-occupied(e)[1]/3/m[1] - 1) < 1e-5
    sx, w, D, G = line(e)
    assert abs(np.sum(w*sx**2*D)/m[1] - 1) < 1e-5
assert abs(occupied(0.0)[0] - 0.5) < 1e-5

# Low-filling coefficients, extrapolated from the numerical integrals
def reduced(eps):
    m = moments(-3 + eps)
    R = np.sqrt(2*eps)
    values = np.array([m[0]/(4*PI*R), m[1]/(4*PI*R**3/3), m[2]/(2*PI*eps**2),
                       m[2]/m[1]/(3*R/8), coefficient(m)*8/3])
    return (values - 1)/eps

slopes = 2*reduced(0.01) - reduced(0.02)
assert np.max(np.abs(slopes - np.array([1/4, -1/20, -1/12, -1/30, 7/60]))) < 2e-4

# Example: round parameters in the rough regime of copper interconnects
t_eV, a, tau, d, T = 1.2, 0.23e-9, 36e-15, 60e-9, 300.0
t = t_eV*charge
v0 = 2*t*a/hbar

def conductivity(e, time):
    return 2*charge**2*time*v0**2*moments(e)[1]/((2*PI)**3*a**3*2*t)

eps = 1e-3
drude = 2*occupied(-3 + eps)[0]/a**3*charge**2*tau*2*t*a*a/hbar**2
assert abs(conductivity(-3 + eps, tau)/drude - 1) < 1e-3

half = moments(0.0)
C = coefficient(half)
v_rms = v0*np.sqrt(3*half[1]/half[0])
lam = v_rms*tau
reach = v0*tau*half[2]/half[1]
lead = reach/d
full = film_ratio(0.0, v0*tau/d)
rho = 1/conductivity(0.0, tau)
to_uohmcm = 1e8

print(f"largest relative error against 3D grid: {grid_error:.1e}")
print("low-filling slopes S0,S2,S3,S3/S2,C:", " ".join(f"{x:.5f}" for x in slopes))
print("e=E/(2t) | filling per spin | S3/S2 | v_rms/v0 | C | C/(3/8)")
for e in (-2.99, -2.9, -2.5, -2.0, -1.5, -1.0, -0.5, 0.0):
    m = moments(e)
    cc = coefficient(m)
    print(f"{e:6.2f} {occupied(e)[0]:.5f} {m[2]/m[1]:.5f} "
          f"{np.sqrt(3*m[1]/m[0]):.5f} {cc:.5f} {cc*8/3:.5f}")
print("half filling S0, S2, S3:", " ".join(f"{x:.5f}" for x in half))
for n in (6, 12, 24, 48):
    print(f"C at half filling, {n} nodes per segment: {coefficient(moments(0.0, n)):.9f}")
print(f"inputs: t={t_eV} eV, a={a*1e9:.2f} nm, tau={tau*1e15:.0f} fs, d={d*1e9:.0f} nm")
print(f"v0 = {v0:.4e} m/s; v_rms = {v_rms:.4e} m/s")
print(f"lambda = {lam*1e9:.3f} nm; v0*tau = {v0*tau*1e9:.3f} nm")
print(f"correction length C*lambda = {reach*1e9:.3f} nm")
print(f"leading correction = {lead:.5f}; spherical 3*lambda/(8d) = {3*lam/(8*d):.5f}")
print(f"conductivity ratio: leading {1-lead:.5f}, full diffuse {full:.5f}")
print(f"resistivity (uohm cm): bulk {rho*to_uohmcm:.4f}, "
      f"leading {rho/(1-lead)*to_uohmcm:.4f}, full {rho/full*to_uohmcm:.4f}")
print("d (nm) | leading ratio | full ratio | remainder | bound")
for thick in (240e-9, 120e-9, 60e-9, 30e-9):
    r0 = v0*tau/thick
    first, complete = reach/thick, film_ratio(0.0, r0)
    rest, bound = complete - 1 + first, first*np.exp(-1/r0)
    assert -1e-9 <= rest <= bound + 1e-9
    print(f"{thick*1e9:.0f} {1-first:.5f} {complete:.5f} {rest:.2e} {bound:.2e}")

# Neglected effects, each for the same film
R, grain, p = 0.25, 60e-9, 0.3
speed = 0.7*v0
rate = R*speed/grain
streams = np.linalg.solve([[1/tau + rate, -rate], [-rate, 1/tau + rate]],
                          [speed, -speed])
assert abs(streams[0]/(speed*tau)*(1 + 2*R*tau*speed/grain) - 1) < 1e-12
sx, w, D, G = line(0.0)
grain_ratio = np.sum(w*D*sx**2/(1 + 2*R*tau*v0*sx/grain))/half[1]
print(f"grain boundaries alone (R={R}, spacing {grain*1e9:.0f} nm): "
      f"conductivity ratio {grain_ratio:.5f}")
print(f"specularity p={p}: leading ratio {1-(1-p)*lead:.5f}, "
      f"full {film_ratio(0.0, v0*tau/d, p):.5f}")
z = np.arange(-30, 30.01, 0.5)
fermi_weight = 0.5/(4*np.cosh(z/2)**2)
assert abs(fermi_weight.sum() - 1) < 1e-6
thermal = sum(f*moments(x*boltzmann*T/(2*t)) for x, f in zip(z, fermi_weight))
shift = (thermal[2]/thermal[1])/(half[2]/half[1]) - 1
print(f"thermal smearing at {T:.0f} K: relative change of correction {shift:.2e}")
layers = int(round(d/a))
kz = PI*np.arange(1, layers + 1)/(layers + 1)
quantum = np.mean(layer(np.cos(kz))[1])/(half[1]/(2*PI)) - 1
print(f"subbands, {layers} layers: relative conductivity change {quantum:.2e}")
T_use = 378.0
tau_use = tau*T/T_use
full_use = film_ratio(0.0, v0*tau_use/d)
rho_use = 1/conductivity(0.0, tau_use)
print(f"at {T_use:.0f} K, tau~1/T: full ratio {full_use:.5f}, "
      f"film resistivity {rho_use/full_use*to_uohmcm:.4f} uohm cm")
current = 1e10
gain = rho/full*current*lam
print(f"energy gain over lambda at {current*1e-10:.0f} MA/cm2: {gain:.2e} eV; "
      f"kT = {boltzmann*T/charge:.5f} eV")
print("every check passed")
```

Output:

```
largest relative error against 3D grid: 1.3e-04
low-filling slopes S0,S2,S3,S3/S2,C: 0.25000 -0.05000 -0.08333 -0.03333 0.11667
e=E/(2t) | filling per spin | S3/S2 | v_rms/v0 | C | C/(3/8)
 -2.99 0.00005 0.05302 0.14121 0.37544 1.00117
 -2.90 0.00153 0.16714 0.44045 0.37947 1.01193
 -2.50 0.01829 0.36840 0.92187 0.39962 1.06565
 -2.00 0.05680 0.51023 1.18179 0.43174 1.15131
 -1.50 0.11700 0.60817 1.27389 0.47741 1.27310
 -1.00 0.21333 0.66771 1.11151 0.60072 1.60192
 -0.50 0.35717 0.67388 1.27504 0.52851 1.40937
  0.00 0.50000 0.67748 1.32533 0.51118 1.36314
half filling S0, S2, S3: 70.78013 41.44174 28.07581
C at half filling, 6 nodes per segment: 0.511616462
C at half filling, 12 nodes per segment: 0.511175215
C at half filling, 24 nodes per segment: 0.511175910
C at half filling, 48 nodes per segment: 0.511175922
inputs: t=1.2 eV, a=0.23 nm, tau=36 fs, d=60 nm
v0 = 8.3864e+05 m/s; v_rms = 1.1115e+06 m/s
lambda = 40.013 nm; v0*tau = 30.191 nm
correction length C*lambda = 20.454 nm
leading correction = 0.34089; spherical 3*lambda/(8d) = 0.25008
conductivity ratio: leading 0.65911, full diffuse 0.69042
resistivity (uohm cm): bulk 2.1543, leading 3.2685, full 3.1203
d (nm) | leading ratio | full ratio | remainder | bound
240 0.91478 0.91479 1.30e-05 3.01e-05
120 0.82955 0.83132 1.77e-03 3.20e-03
60 0.65911 0.69042 3.13e-02 4.67e-02
30 0.31821 0.51389 1.96e-01 2.52e-01
grain boundaries alone (R=0.25, spacing 60 nm): conductivity ratio 0.81897
specularity p=0.3: leading ratio 0.76137, full 0.77726
thermal smearing at 300 K: relative change of correction -8.62e-06
subbands, 261 layers: relative conductivity change 7.09e-04
at 378 K, tau~1/T: full ratio 0.74342, film resistivity 3.6513 uohm cm
energy gain over lambda at 1 MA/cm2: 1.25e-05 eV; kT = 0.02585 eV
every check passed
```
